**Two-band model at silicon's X point: Δ minima and transverse warping**

Near X the lowest conduction doublet obeys H = kz²/2ml + k⊥²/2mt + P kz τy + (kx ky/M) τx, with k measured from X and ħ = m0 = 1. Its minima lie at kz = ±k0 = ±ml P, a depth Δ = k0²/2ml below X, and the valley floor is W = −Δ + ε − μ² sin²(2φ) ε²/(4Δ), where ε = k⊥²/2mt, μ = mt/|M| and |kx ky/M| ≤ 2Δ. The program builds a plane-wave empirical pseudopotential of silicon and asserts the symmetry relations, the allowed matrix elements and the signed sum that gives 1/M. It also asserts the order of the two-band error near X, and that the full-band warping agrees with the formula within a factor of two and falls by more than half when the partner band is lifted. The output shows a warping of 0.749 meV in the full bands against 0.737 meV from the formula, and −0.011 meV with the partner lifted. For rough silicon parameters it asserts the valley-floor formula, the contour radii, the masses at the minimum, and the small-energy volume and low-temperature thermal laws. There the [110] radius exceeds the [100] radius by 3.7 % at 50 meV and 8.8 % at 100 meV, and warping raises the effective density of states at 300 K by 5.1 %.

## Numerical verification

```python
# Result under test: near the X point of silicon the lowest conduction doublet obeys
#   H = kz^2/(2 ml) + (kx^2+ky^2)/(2 mt) + P kz tau_y + (kx ky/M) tau_x
# (hbar = m0 = 1, k measured from X = (0,0,1) 2pi/a).  Its lower band has minima at
# kz = +-k0, k0 = ml P, at depth Delta = k0^2/(2 ml), and the valley floor is
#   W = -Delta + eps - mu^2 sin^2(2 phi) eps^2/(4 Delta),
# eps = kperp^2/(2 mt), mu = mt/|M|, as long as |kx ky/M| <= 2 Delta.
# Part 1 tests this against a plane-wave empirical pseudopotential of silicon
# (Hartree atomic units, wave vectors in 2pi/a); part 2 uses rough silicon
# parameters in eV and nm.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar, brentq

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
A_NM = 0.543
b = 2 * np.pi / (A_NM / BOHR_NM)                 # 2pi/a in 1/bohr
FORM_RY = {3: -0.21, 8: 0.04, 11: 0.08}          # local form factors, Ry
tau_x = np.array([[0, 1], [1, 0]], complex)
tau_y = np.array([[0, -1j], [1j, 0]])
one = np.eye(2)


class Crystal:
    """Plane waves X+G with |X+G|^2 <= cut, one atom at the origin."""

    def __init__(self, cut):
        n = int(np.sqrt(cut)) + 2
        r = range(-n, n + 1)
        self.K = np.array([(h, k, l + 1) for h in r for k in r for l in r
                           if h % 2 == k % 2 == l % 2
                           and h * h + k * k + (l + 1) ** 2 <= cut])
        G = self.K[:, None, :] - self.K[None, :, :]
        G2 = (G ** 2).sum(-1)
        structure = (1 + np.exp(-0.5j * np.pi * G.sum(-1))) / 2
        self.V = np.zeros(G2.shape, complex)
        for g2, v in FORM_RY.items():
            self.V += np.where(G2 == g2, 0.5 * v * structure, 0)

    def matrix(self, k):
        return self.V + np.diag(0.5 * b * b * ((self.K + np.array(k)) ** 2).sum(1))

    def pair(self, k, extra=0):
        return eigh(self.matrix(k) + extra, eigvals_only=True,
                    subset_by_index=[4, 5])

    def operator(self, rule, phase=None):
        place = {tuple(v): i for i, v in enumerate(self.K)}
        M = np.zeros(self.V.shape, complex)
        for j, v in enumerate(self.K):
            M[place[tuple(rule(v))], j] = 1 if phase is None else phase(v)
        return M

    def minimum(self):
        res = minimize_scalar(lambda z: self.pair((0, 0, z))[0],
                              bounds=(-0.3, -0.03), method="bounded",
                              options={"xatol": 1e-6})
        return res.x, res.fun


def kp_parameters(c):
    """Symmetry-adapted doublet and explicit second-order sums at X."""
    H = c.matrix((0, 0, 0))
    C2x = c.operator(lambda v: (v[0], -v[1], -v[2]))
    C2z = c.operator(lambda v: (-v[0], -v[1], v[2]))
    swap = c.operator(lambda v: (v[1], v[0], v[2]))
    minus = c.operator(lambda v: (-v[0], -v[1], -v[2]))
    J = c.operator(lambda v: (-v[0], -v[1], -v[2]),
                   lambda v: np.exp(0.5j * np.pi * v.sum()))
    for S in (C2x, C2z, swap, J):
        assert np.allclose(S @ H, H @ S, atol=1e-11)
    assert np.allclose(J @ C2x, -C2x @ J, atol=1e-11)
    assert np.allclose(J @ J, np.eye(len(H)), atol=1e-11)
    E, U = eigh(H)
    assert np.allclose(E[0:6:2], E[1:6:2], atol=1e-10)       # levels are paired
    D = U[:, 4:6]
    w, R = eigh(D.conj().T @ C2x @ D)
    assert np.allclose(w, [-1, 1], atol=1e-8)
    psi1 = D @ R[:, 1]
    psi1 = psi1 * np.sqrt(np.vdot(psi1, minus @ psi1.conj()))  # real function
    assert np.allclose(minus @ psi1.conj(), psi1, atol=1e-8)
    assert np.allclose(swap @ psi1, psi1, atol=1e-8)
    assert np.allclose(C2z @ psi1, psi1, atol=1e-8)
    two = np.column_stack([psi1, J @ psi1])
    keep = np.r_[0:4, 6:len(E)]
    W, gap = U[:, keep], E[4] - E[keep]
    p = [b * c.K[:, a][:, None] for a in range(3)]
    first = [two.conj().T @ (p[a] * two) for a in range(3)]
    A = [two.conj().T @ (p[a] * W) for a in range(3)]

    def second(a, d):
        s = (A[a] / gap) @ A[d].conj().T + (A[d] / gap) @ A[a].conj().T
        return s + (a == d) * one

    P = (1j * first[2][0, 1]).real
    inv_mt, inv_ml = second(0, 0)[0, 0].real, second(2, 2)[0, 0].real
    inv_M = second(0, 1)[0, 1].real
    ok = dict(atol=1e-7)
    assert np.allclose(first[0], 0, **ok) and np.allclose(first[1], 0, **ok)
    assert np.allclose(first[2], P * tau_y, **ok)
    assert np.allclose(second(0, 0), inv_mt * one, **ok)
    assert np.allclose(second(1, 1), inv_mt * one, **ok)
    assert np.allclose(second(2, 2), inv_ml * one, **ok)
    assert np.allclose(second(0, 1), inv_M * tau_x, **ok)
    assert np.allclose(second(0, 2), 0, **ok) and np.allclose(second(1, 2), 0, **ok)
    # signed sum over remote doublets for the interband coupling
    g = 2 * abs(A[0][0]) ** 2 / gap
    sign = np.einsum("in,in->n", W.conj(), J @ swap @ W).real
    assert abs(inv_M + (sign * g).sum()) < 1e-6
    return dict(P=abs(P), inv_ml=inv_ml, inv_mt=inv_mt, inv_M=abs(inv_M),
                g_val=g[2:4].sum(), s_val=sign[2], plus=g[sign > 0].sum(),
                minus=g[sign < 0].sum(), E0=E[4], below=E[4] - E[3])


# ---------------- part 1: microscopic test ----------------
si, si_big = Crystal(26), Crystal(45)
q, q_big = kp_parameters(si), kp_parameters(si_big)
kmin, emin = si.minimum()
kmin_big, emin_big = si_big.minimum()
names = ("P", "inv_ml", "inv_mt", "inv_M")
shift = max(abs(q_big[n] / q[n] - 1) for n in names)
assert shift < 0.03


def model_lower(k):
    x, y, z = b * np.array(k)
    return (q["E0"] + z * z * q["inv_ml"] / 2 + (x * x + y * y) * q["inv_mt"] / 2
            - np.hypot(q["P"] * z, x * y * q["inv_M"]))


def error(k):
    return abs(si.pair(k)[0] - model_lower(k))


plane, skew = np.array([1, 0.6, 0]), np.array([1, 0.6, 0.5])
order_plane = error(0.04 * plane) / error(0.02 * plane)
order_skew = error(0.01 * skew) / error(0.005 * skew)
assert 12 < order_plane < 20       # fourth-order error in the plane kz = 0
assert order_skew > 6              # at least third-order error elsewhere

k0_kp = q["P"] / q["inv_ml"] / b
depth_kp = q["P"] ** 2 / q["inv_ml"] / 2
depth_full = q["E0"] - emin
h = 0.005
ml_full = (b * h) ** 2 / (si.pair((0, 0, kmin + h))[0]
                          + si.pair((0, 0, kmin - h))[0] - 2 * emin)
mt_full = (b * h) ** 2 / (2 * (si.pair((h, 0, kmin))[0] - emin))

# warping in the full bands, and with only the partner band lifted away
kp_test = 0.03


def warp(extra=0):
    d = kp_test / np.sqrt(2)
    return si.pair((kp_test, 0, kmin), extra)[0] - si.pair((d, d, kmin), extra)[0]


partner = eigh(si.matrix((0, 0, kmin)), subset_by_index=[5, 5])[1]
warp_full = warp()
warp_left = warp(5.0 * partner @ partner.conj().T)
warp_kp = ((b * kp_test) ** 2 / 2 * q["inv_M"]) ** 2 / (4 * depth_kp)
# factor-of-two window: the full bands hold all higher orders in k
assert 0.5 < warp_full / warp_kp < 2
assert abs(warp_left) < 0.5 * warp_full


def full_radius(direction, energy):
    def floor(s):
        return minimize_scalar(
            lambda z: si.pair((s * direction[0], s * direction[1], z))[0],
            bounds=(-0.3, 0), method="bounded", options={"xatol": 1e-4}).fun
    return brentq(lambda s: floor(s) - emin - energy, 0.01, 0.09, xtol=1e-5)


def eps_110(energy, mu, depth):
    return (1 - np.sqrt(1 - mu ** 2 * energy / depth)) * 2 * depth / mu ** 2


E_test = 0.05 / HARTREE
r100 = full_radius((1, 0), E_test)
r110 = full_radius((np.sqrt(0.5), np.sqrt(0.5)), E_test)
mu_kp = q["inv_M"] / q["inv_mt"]
bulge_full = r110 / r100 - 1
bulge_kp = np.sqrt(eps_110(E_test, mu_kp, depth_kp) / E_test) - 1
assert 0.5 < bulge_full / bulge_kp < 2
r100_excess = b * r100 / np.sqrt(2 * mt_full * E_test) - 1

# ---------------- part 2: rough silicon parameters, eV and nm ----------------
ml, mt = 0.92, 0.19
hb2 = sc.hbar ** 2 / sc.m_e / sc.e * 1e18        # hbar^2/m0 in eV nm^2
k0 = 0.15 * 2 * np.pi / A_NM
inv_M = 1 / mt - 1
mu = mt * inv_M
P = hb2 * k0 / ml                                # eV nm
depth = hb2 * k0 ** 2 / (2 * ml)


def lower(x, y, z):
    H = ((hb2 * z * z / (2 * ml) + hb2 * (x * x + y * y) / (2 * mt)) * one
         + P * z * tau_y + hb2 * x * y * inv_M * tau_x)
    return np.linalg.eigvalsh(H)[0]


def numeric_floor(x, y):
    return minimize_scalar(lambda z: lower(x, y, z), bounds=(0, 2 * k0),
                           method="bounded", options={"xatol": 1e-8}).fun


for x, y in ((0, 0), (0.5, 0), (0.4, 0.3), (0.7, 0.7), (1.0, 1.0), (1.3, 0.9)):
    eps, B = hb2 * (x * x + y * y) / (2 * mt), hb2 * x * y * inv_M
    W = -depth + eps - B * B / (4 * depth) if B <= 2 * depth else eps - B
    assert abs(numeric_floor(x, y) - W) < 1e-6
d = 0.01
e0 = lower(0, 0, k0)
curv_z = (lower(0, 0, k0 + d) + lower(0, 0, k0 - d) - 2 * e0) / d ** 2
curv_x = (lower(d, 0, k0) + lower(-d, 0, k0) - 2 * e0) / d ** 2
assert abs(curv_z * ml / hb2 - 1) < 1e-6 and abs(curv_x * mt / hb2 - 1) < 1e-6

contours = []
for energy in (0.05, 0.10):
    k100 = np.sqrt(2 * mt * energy / hb2)
    k110 = np.sqrt(2 * mt * eps_110(energy, mu, depth) / hb2)
    s = k110 / np.sqrt(2)
    assert abs(numeric_floor(s, s) + depth - energy) < 1e-6
    contours.append((energy, k100, k110))


def volume_ratio(energy):
    """Volume inside one valley's energy surface over that of the ellipsoid."""
    c, w = np.polynomial.legendre.leggauss(24)
    phi = np.arange(32) * 2 * np.pi / 32
    c, phi = c[:, None], phi[None, :]
    s = np.sqrt(1 - c * c)
    r = np.ones((24, 32))
    for _ in range(40):
        z = k0 + r * c * np.sqrt(2 * ml * energy / hb2)
        t = r * s * np.sqrt(2 * mt * energy / hb2)
        B = hb2 * t * t * np.sin(2 * phi) / 2 * inv_M
        e = (depth + hb2 * z * z / (2 * ml) + hb2 * t * t / (2 * mt)
             - np.hypot(P * z, B))
        r = r - (e - energy) / (2 * energy * r)
    return (w[:, None] * r ** 3).sum() / (2 * 32)


small = 0.002 * depth
volume_slope = (volume_ratio(small) - 1) / (small / depth)
assert abs(volume_slope / (mu ** 2 / 10) - 1) < 0.05


def thermal(kT):
    """Boltzmann sums of lower and upper band over that of two ellipsoids."""
    c, step = np.sqrt(2 * depth / kT), 0.2
    x, z = np.arange(0, 12.01, step), np.arange(0, c + 8, step)
    wx, wz = np.full(len(x), 2 * step), np.full(len(z), 2 * step)
    wx[0] = wz[0] = step
    X, Y, Z = x[:, None, None], x[None, :, None], z[None, None, :]
    S = np.sqrt((c * Z) ** 2 + (mu * X * Y) ** 2)
    base = -(X * X + Y * Y + Z * Z + c * c) / 2
    norm = 2 * (2 * np.pi) ** 1.5
    return [np.einsum("ijk,i,j,k->", np.exp(base + sg * S), wx, wx, wz) / norm
            for sg in (1, -1)]


cold = depth / 100
assert abs((sum(thermal(cold)) - 1) / (mu ** 2 * cold / (4 * depth)) - 1) < 0.05
T = 300.0
kT = sc.k * T / sc.e
low, up = thermal(kT)
Nc_ell = (12 * (2 * np.pi * sc.m_e * sc.k * T / sc.h ** 2) ** 1.5
          * np.sqrt(ml) * mt * 1e-6)
Nc_warp = Nc_ell * (low + up)
density = 1e17

print("PSEUDOPOTENTIAL MODEL OF SILICON")
print(f"lattice constant a = {A_NM:.3f} nm; 2pi/a = {2*np.pi/A_NM:.3f} 1/nm")
print("form factors at G^2 = 3, 8, 11:", *FORM_RY.values(), "Ry")
print(f"plane waves: {len(si.K)} (check: {len(si_big.K)})")
print(f"P = {q['P']:.5f} a.u.")
print(f"1/ml at X = {q['inv_ml']:.4f}, ml = {1/q['inv_ml']:.4f} m0")
print(f"1/mt at X = {q['inv_mt']:.4f}, mt = {1/q['inv_mt']:.4f} m0")
print(f"|1/M| = {q['inv_M']:.4f} 1/m0; 1/mt - 1 = {q['inv_mt']-1:.4f} 1/m0")
print(f"upper valence doublet: g = {q['g_val']:.4f}, s = {q['s_val']:+.0f}")
print(f"sum of g with s=+1: {q['plus']:.4f}; with s=-1: {q['minus']:.4f}")
print(f"valence doublet lies {q['below']*HARTREE:.3f} eV below at X")
print(f"largest parameter shift with cutoff = {100*shift:.3f} %")
print(f"error ratio on halving k, plane kz=0: {order_plane:.2f}")
print(f"error ratio on halving k, skew direction: {order_skew:.2f}")
print(f"k0: two-band {k0_kp:.4f}, full bands {-kmin:.4f} (2pi/a)")
print(f"depth: two-band {depth_kp*HARTREE*1e3:.2f}, full {depth_full*HARTREE*1e3:.2f} meV")
print(f"cutoff shift of full k0 = {abs(kmin_big-kmin):.5f} (2pi/a)")
print(f"cutoff shift of full depth = "
      f"{abs(q_big['E0']-emin_big-depth_full)*HARTREE*1e3:.3f} meV")
print(f"masses at full minimum: ml = {ml_full:.4f}, mt = {mt_full:.4f} m0")
print(f"warping tested at kperp = {kp_test:.3f} (2pi/a)")
print(f"E[100]-E[110]: full {warp_full*HARTREE*1e3:.4f}, "
      f"two-band {warp_kp*HARTREE*1e3:.4f} meV")
print(f"same, partner band lifted: {warp_left*HARTREE*1e3:.4f} meV")
print(f"[110] bulge at 50 meV: full {100*bulge_full:.2f}, two-band {100*bulge_kp:.2f} %")
print(f"[100] radius beyond parabola at 50 meV: {100*r100_excess:.2f} %")
print("WORKED EXAMPLE, ROUGH SILICON PARAMETERS")
print(f"ml = {ml} m0, mt = {mt} m0, k0 = {k0:.4f} 1/nm")
print(f"hbar^2/m0 = {hb2:.5f} eV nm^2")
print(f"1/M = {inv_M:.4f} 1/m0, M = {1/inv_M:.4f} m0, mu = {mu:.4f}")
print(f"P = {P:.5f} eV nm")
print(f"depth Delta = {depth*1e3:.2f} meV = {depth/HARTREE:.6f} hartree")
print(f"band gap at the minimum 4 Delta = {4*depth*1e3:.1f} meV")
for energy, k100, k110 in contours:
    print(f"E = {energy*1e3:.0f} meV: k100 = {k100:.4f}, k110 = {k110:.4f} 1/nm, "
          f"bulge {100*(k110/k100-1):.2f} %")
print(f"volume slope: numeric {volume_slope:.5f}, mu^2/10 = {mu**2/10:.5f}")
print(f"effective nonparabolicity = {mu**2/(15*depth):.4f} 1/eV")
print(f"T = {T:.0f} K, kT = {kT*1e3:.3f} meV, kT/Delta = {kT/depth:.4f}")
print(f"thermal factor: leading {1+mu**2*kT/(4*depth):.4f}, full sum {low+up:.4f}")
print(f"Nc: ellipsoids {Nc_ell:.4e}, warped {Nc_warp:.4e} cm^-3")
print(f"share of electrons in upper band = {100*up/(low+up):.3f} %")
print(f"degeneracy correction at {density:.0e} cm^-3 = "
      f"{100*density/Nc_warp/2**1.5:.3f} %")
print("no test failed")
```

Printed output:

```
PSEUDOPOTENTIAL MODEL OF SILICON
lattice constant a = 0.543 nm; 2pi/a = 11.571 1/nm
form factors at G^2 = 3, 8, 11: -0.21 0.04 0.08 Ry
plane waves: 150 (check: 326)
P = 0.10668 a.u.
1/ml at X = 1.2361, ml = 0.8090 m0
1/mt at X = 5.0441, mt = 0.1983 m0
|1/M| = 4.1868 1/m0; 1/mt - 1 = 4.0441 1/m0
upper valence doublet: g = 4.1348, s = +1
sum of g with s=+1: 4.1154; with s=-1: -0.0713
valence doublet lies 3.954 eV below at X
largest parameter shift with cutoff = 0.020 %
error ratio on halving k, plane kz=0: 15.98
error ratio on halving k, skew direction: 6.77
k0: two-band 0.1409, full bands 0.1463 (2pi/a)
depth: two-band 125.26, full 128.35 meV
cutoff shift of full k0 = 0.00006 (2pi/a)
cutoff shift of full depth = 0.071 meV
masses at full minimum: ml = 0.8730, mt = 0.1844 m0
warping tested at kperp = 0.030 (2pi/a)
E[100]-E[110]: full 0.7494, two-band 0.7374 meV
same, partner band lifted: -0.0107 meV
[110] bulge at 50 meV: full 3.51, two-band 3.93 %
[100] radius beyond parabola at 50 meV: 0.46 %
WORKED EXAMPLE, ROUGH SILICON PARAMETERS
ml = 0.92 m0, mt = 0.19 m0, k0 = 1.7357 1/nm
hbar^2/m0 = 0.07620 eV nm^2
1/M = 4.2632 1/m0, M = 0.2346 m0, mu = 0.8100
P = 0.14376 eV nm
depth Delta = 124.76 meV = 0.004585 hartree
band gap at the minimum 4 Delta = 499.0 meV
E = 50 meV: k100 = 0.4993, k110 = 0.5180 1/nm, bulge 3.74 %
E = 100 meV: k100 = 0.7062, k110 = 0.7686 1/nm, bulge 8.83 %
volume slope: numeric 0.06566, mu^2/10 = 0.06561
effective nonparabolicity = 0.3506 1/eV
T = 300 K, kT = 25.852 meV, kT/Delta = 0.2072
thermal factor: leading 1.0340, full sum 1.0510
Nc: ellipsoids 2.7439e+19, warped 2.8838e+19 cm^-3
share of electrons in upper band = 0.074 %
degeneracy correction at 1e+17 cm^-3 = 0.123 %
no test failed
```
